# Spacing of perfect edge misfit dislocations at a relaxed Ge/Si(001) interface

## Problem

A thick germanium crystal is joined to a thick silicon crystal across a (001) plane, with the cube axes of the two crystals parallel. Both have the diamond structure. At room temperature the cubic lattice parameters are taken as \(a_{\rm Si}=0.5431\) nm and \(a_{\rm Ge}=0.5658\) nm. The interface is fully relaxed: far from it, neither crystal has any mean strain. All the misfit is taken up by perfect edge dislocations lying in the interface, with lines along \(\langle110\rangle\).

(a) Find the Burgers vector of these dislocations, the number of line sets needed, and the number of extra atomic half-planes that end at each line.

(b) Derive the mean spacing \(D\) of parallel lines and evaluate it.

(c) Show that lines with this spacing remove the mean strain of a coherent interface, whatever Poisson's ratio is.

(d) How accurately must the lattice parameters be known?

(e) How does the spacing change if the dislocations are of the 60° type, and if the film keeps one tenth of its misfit as strain?

(f) The interface forms 500 K above room temperature. With rough expansion coefficients of \(2.6\times10^{-6}\) K\(^{-1}\) for Si and \(5.9\times10^{-6}\) K\(^{-1}\) for Ge, find the spacing there, and the strain left in a Ge film on a thick Si substrate if the number of lines stays fixed during cooling.

## Solution

### (a) Burgers vector, line sets and half-planes

A dislocation is perfect when its Burgers vector is a translation of the crystal, so that no stacking fault is attached to it. The translations of the diamond structure are those of the face-centred cubic lattice,

\[
\mathbf t=\frac a2(n_1,n_2,n_3),\qquad n_1+n_2+n_3\ \text{even}.
\]

The vector \(\frac a4(1,1,1)\) joining the two atoms of the basis is not among them: applied to the second atom, it leads to \(\frac a2(1,1,1)\), where there is no atom.

The smallest nonzero value of \(n_1^2+n_2^2+n_3^2\) with an even sum is 2. The shortest translations are therefore \(\frac a2\langle110\rangle\), of length

\[
b=\frac a2\sqrt2=\frac{a}{\sqrt2}.
\]

Those lying in (001) are \(\pm\frac a2[110]\) and \(\pm\frac a2[1\bar10]\). An edge dislocation has its line perpendicular to its Burgers vector, so a line along \([1\bar10]\) has \(\mathbf b=\frac a2[110]\), up to sign.

The misfit is the same in every direction of the interface, whereas one set of lines acts only along its own Burgers vector. Let \(\hat{\mathbf e}_1\) and \(\hat{\mathbf e}_2\) be unit vectors along \([110]\) and \([1\bar10]\). Two perpendicular sets of equal spacing \(D\) together give the relief

\[
\frac bD\left(\hat{\mathbf e}_1\hat{\mathbf e}_1+\hat{\mathbf e}_2\hat{\mathbf e}_2\right)=\frac bD\,\mathbf 1 ,
\]

where \(\mathbf 1\) is the unit tensor in the plane. This is isotropic, as required. Two sets are needed, and they form a square network.

To count half-planes, project the atoms on \([110]\). An atom at \((x,y,z)\) lies at height \((x+y)/\sqrt2\). For the first sublattice this is \(\frac{a}{2\sqrt2}(n_1+n_2)\), a ladder with rungs \(a/(2\sqrt2)\) apart. The second sublattice is shifted by \(\frac a4(1,1,1)\), which adds \(\frac{a}{2\sqrt2}\), one full rung, so it falls on the same ladder. The (220) planes are thus \(a/(2\sqrt2)=b/2\) apart, and **two** extra half-planes end at each dislocation. They lie in the silicon, which has the smaller parameter and hence more planes in a given length.

### (b) The spacing

Consider a length \(L\) of interface along \([110]\), much longer than the spacing sought. In unstrained silicon it contains \(L/b_{\rm Si}\) lattice steps, and in unstrained germanium \(L/b_{\rm Ge}\). Across a well-fitting region each Ge step faces one Si step. Each dislocation accounts for one Si step without a partner. The number of dislocations, \(L/D\), therefore equals the surplus of Si steps:

\[
\frac LD=\frac{L}{b_{\rm Si}}-\frac{L}{b_{\rm Ge}} .
\]

Dividing by \(L\) and bringing the right-hand side to a common denominator gives

\[
\frac1D=\frac{b_{\rm Ge}-b_{\rm Si}}{b_{\rm Si}b_{\rm Ge}}
\quad\Longrightarrow\quad
D=\frac{b_{\rm Si}\,b_{\rm Ge}}{b_{\rm Ge}-b_{\rm Si}} .
\]

With \(b=a/\sqrt2\), the numerator carries a factor \(1/2\) and the denominator a factor \(1/\sqrt2\). Their quotient is \(1/\sqrt2\), so

\[
\boxed{D=\frac{a_{\rm Si}\,a_{\rm Ge}}{\sqrt2\,(a_{\rm Ge}-a_{\rm Si})}}
\]

The Burgers lengths are \(b_{\rm Si}=0.3840\) nm and \(b_{\rm Ge}=0.4001\) nm, and their difference, taken before rounding, is 0.01605 nm. Hence

\[
D=\frac{0.3840\times0.4001}{0.01605}\ \text{nm}=9.57\ \text{nm}\approx9.6\ \text{nm}\quad(96\ \text{Å}).
\]

Each set has about 104 lines per micrometre.

**Which Burgers length goes with which misfit.** Define the misfit relative to silicon,

\[
f=\frac{a_{\rm Ge}-a_{\rm Si}}{a_{\rm Si}}=\frac{0.0227}{0.5431}=4.18\ \%.
\]

Then \(b_{\rm Ge}-b_{\rm Si}=f\,b_{\rm Si}\), and the spacing becomes

\[
D=\frac{b_{\rm Si}b_{\rm Ge}}{f\,b_{\rm Si}}=\frac{b_{\rm Ge}}{f}.
\]

A misfit referred to silicon goes with the Burgers length of germanium. The mixed form \(b_{\rm Si}/f\) equals \(D\,b_{\rm Si}/b_{\rm Ge}\). It gives 9.19 nm, which is 4 % below \(D\). For small misfits the distinction fades; here it changes the second digit.

**The spacing is a mean.** One spacing contains 23.93 Ge steps and 24.93 Si steps. These differ by one, as they must, but they are not integers. If two rigid rows of atoms are laid side by side and each Ge atom is assigned to its nearest Si site, the skipped Si sites mark the dislocations. Over 1002 gaps the mean distance between skipped sites is 9.57 nm, in agreement with the formula. The smallest gap is 9.20 nm and the largest 9.60 nm, which are 23 and 24 Ge steps. Since the mean is 23.93 steps, most gaps have 24.

In a real interface the atoms near the interface also relax, so that good fit spreads and bad fit gathers at the lines. Such displacements do not change the number of lattice rows on either side, and so leave the mean spacing as it is.

### (c) Why this spacing removes the strain

Start from a coherent interface, in which both crystals have been brought to the common in-plane period \(b_m=\frac12(b_{\rm Si}+b_{\rm Ge})\). To first order in the misfit, the germanium is compressed by \(f_m/2\) and the silicon stretched by \(f_m/2\), where

\[
f_m=\frac{b_{\rm Ge}-b_{\rm Si}}{b_m}.
\]

With tension counted positive, the strain difference is \(\varepsilon_{\rm Ge}-\varepsilon_{\rm Si}=-f_m\).

Now add the dislocations. Let \(x\) run along \([110]\) and \(y\) along the interface normal, with germanium at \(y>0\), and let \(u_x\) be the displacement the dislocations cause. By the definition of the Burgers vector, the relative displacement across the interface,

\[
\Delta(x)=u_x(x,0^+)-u_x(x,0^-),
\]

grows by \(b_m\) at each line. The sign is positive because the extra half-planes lie in the silicon, so the germanium spreads out relative to it. The mean strain over one period at height \(y\) is

\[
\bar\varepsilon(y)=\frac1D\int_x^{x+D}\frac{\partial u_x}{\partial x'}\,dx'=\frac{u_x(x+D,y)-u_x(x,y)}{D}.
\]

Subtracting its values just above and just below the interface gives

\[
\bar\varepsilon(0^+)-\bar\varepsilon(0^-)=\frac{\Delta(x+D)-\Delta(x)}{D}=\frac{b_m}{D}.
\]

Within either crystal the mean does not depend on height, because

\[
\frac{d\bar\varepsilon}{dy}=\frac1D\left[\frac{\partial u_x}{\partial y}(x+D,y)-\frac{\partial u_x}{\partial y}(x,y)\right]=0 .
\]

The bracket vanishes because the displacement gradients of a regular row repeat with period \(D\). The jump \(b_m/D\) therefore persists far from the interface. No elastic constant has entered.

What remains is a strain that varies along \(x\) with zero mean. In isotropic elasticity it derives from a stress function with terms \(F(y)\cos kx\) (and likewise \(\sin kx\)), where \(k=2\pi n/D\) and \(n\ge1\). Equilibrium and compatibility require

\[
\left(\frac{d^2}{dy^2}-k^2\right)^2F=0,
\]

whose decaying solution for \(y>0\) is \(F=(A+By)e^{-ky}\). The varying strain thus dies out over a distance of the order of the spacing. "Unstrained" refers to the crystals beyond this layer; close to the lines the strain is large.

The total strain difference between the two crystals is now

\[
\varepsilon_{\rm Ge}-\varepsilon_{\rm Si}=-f_m+\frac{b_m}{D}.
\]

Inserting \(D\) from part (b), we compare the two terms:

\[
\frac{b_m/D}{f_m}=\frac{b_m^2}{b_{\rm Si}b_{\rm Ge}}
=1+\frac{(b_{\rm Ge}-b_{\rm Si})^2}{4\,b_{\rm Si}b_{\rm Ge}} .
\]

The last step uses \((b_{\rm Si}+b_{\rm Ge})^2=4b_{\rm Si}b_{\rm Ge}+(b_{\rm Ge}-b_{\rm Si})^2\). The ratio differs from 1 only by a term of second order in the misfit, so the strain difference left over in this first-order estimate is of third order. Linear elasticity already neglects strains of second order, so within its accuracy the terms cancel; the count in part (b) does not have this limitation. With no strain difference, both crystals have the same mean strain. With no external force, the in-plane forces in the two must also add to zero. A common nonzero strain would put both in tension or both in compression, so the common strain is zero.

The same jump can be found by adding the isotropic elastic fields of the lines one by one. At three spacings from the interface, this sum gives a jump of 4.096 % for a Poisson ratio of 0.20 and 4.096 % for 0.35. The misfit to be cancelled is \(f_m=4.094\) %.

**When full relaxation is approached.** Let a Ge film of thickness \(h\gg D\) on a thick substrate keep a compressive strain of magnitude \(\varepsilon\), and let \(M\) be its biaxial modulus. The line density in each set is \(\rho\simeq(f-\varepsilon)/b\). The energy per area is

\[
E=Mh\varepsilon^2+W(\rho),
\]

where \(W\) is the energy of the network. It does not grow with \(h\), because the varying strain is confined near the interface. Since \(d\rho/d\varepsilon=-1/b\), the minimum satisfies

\[
2Mh\varepsilon-\frac{W'(\rho)}{b}=0
\quad\Longrightarrow\quad
\varepsilon=\frac{W'(\rho)}{2Mhb}.
\]

The equilibrium strain falls as \(1/h\), so full relaxation is the thick-film limit. This holds if dislocations can form and move freely enough to reach equilibrium. In the opposite limit of a very thin flat film, the network costs more than the strain energy it removes, and the coherent state is favoured. For a misfit of 4 % this limit is only of the order of 1 nm, where the estimate depends on the assumed dislocation core and continuum elasticity is at its edge. Real Ge on Si(001) also tends to roughen into islands after a few atomic layers, which this flat-film balance does not describe.

### (d) Accuracy of the input

The spacing depends on a small difference of two large numbers. Differentiating the boxed formula with respect to \(a_{\rm Ge}\) at fixed \(a_{\rm Si}\) gives

\[
\frac{\partial D}{\partial a_{\rm Ge}}
=\frac{a_{\rm Si}}{\sqrt2}\,\frac{(a_{\rm Ge}-a_{\rm Si})-a_{\rm Ge}}{(a_{\rm Ge}-a_{\rm Si})^2}
=-\frac{a_{\rm Si}^2}{\sqrt2\,(a_{\rm Ge}-a_{\rm Si})^2}.
\]

Dividing by \(D\), we obtain

\[
\frac{\delta D}{D}=-\frac{a_{\rm Si}}{a_{\rm Ge}}\,\frac{\delta a_{\rm Ge}}{a_{\rm Ge}-a_{\rm Si}} .
\]

The error is measured against the difference 0.0227 nm, not against the lattice parameter itself. Raising \(a_{\rm Ge}\) by 0.0001 nm lowers \(D\) from 9.57 to 9.53 nm. Rounding both parameters to 0.001 nm gives 9.45 nm. At least four decimals in nanometres are needed. Even then, a rounding error of 0.00005 nm in each parameter lets \(D\) range from 9.53 to 9.61 nm, so the answer 9.6 nm carries an uncertainty of about 0.04 nm.

The same formula shows the limit of small misfit: as \(a_{\rm Ge}-a_{\rm Si}\to0\), \(D\) grows without bound. Once it exceeds the width of the specimen, a mean spacing has no meaning.

### (e) Other dislocations and incomplete relaxation

**60° dislocations.** Keep the line along \([1\bar10]\), but take \(\mathbf b=\frac a2[101]\). The cosine of the angle between line and Burgers vector is

\[
\frac{(1,-1,0)\cdot(1,0,1)}{\sqrt2\,\sqrt2}=\frac12,
\]

which gives 60°. The component along \([110]\), the one that relieves misfit, is

\[
\frac a2\,\frac{(1,0,1)\cdot(1,1,0)}{\sqrt2}=\frac{a}{2\sqrt2}=\frac b2 .
\]

The component along the line is also \(b/2\) in size, and the component normal to the interface is \(a/2\). Neither makes \(u_x\) jump across the interface, so by the argument of part (c) neither changes the mean strain along \([110]\). If their signs do not average out over the lines, they produce a relative shear, a twist about the interface normal or a tilt of the crystals instead.

With half the useful component, twice as many lines are needed, and the spacing is \(D/2=4.79\) nm. For a mixture in which a fraction \(\phi\) of the lines is of the 60° type, the mean useful component per line is \(b(1-\phi)+\frac b2\phi=b(1-\phi/2)\), so the mean spacing is \(D(1-\phi/2)\).

The two types are related by

\[
\frac a2[101]+\frac a2[01\bar1]=\frac a2[110].
\]

Two suitable 60° dislocations can combine into one perfect edge dislocation. The sum of squared Burgers lengths falls from \(a^2\) to \(a^2/2\), so in the usual estimate of line energy as proportional to \(b^2\) the reaction is favourable.

**Residual strain.** Suppose a fraction \(r\) of the misfit stays in the film as strain, while a thick substrate keeps the parameter \(a_{\rm Si}\). The in-plane parameter of the film is then

\[
a_f=a_{\rm Ge}-r\,(a_{\rm Ge}-a_{\rm Si}).
\]

The count of part (b) uses the actual in-plane periods, so \(a_f\) replaces \(a_{\rm Ge}\). Because \(a_f-a_{\rm Si}=(1-r)(a_{\rm Ge}-a_{\rm Si})\),

\[
D_r=\frac{a_{\rm Si}a_f}{\sqrt2\,(1-r)(a_{\rm Ge}-a_{\rm Si})}
=\frac{a_f}{a_{\rm Ge}}\,\frac{D}{1-r}.
\]

For \(r=0.10\), \(a_f=0.5635\) nm and \(D_r=10.59\) nm, which is 10.7 % more than \(D\). For \(r\to1\) the spacing diverges and the interface is coherent. A relaxed film containing 10 % silicon has the same \(a_f\) if the lattice parameter is interpolated linearly in composition, and hence the same spacing. The spacing alone cannot distinguish these two cases.

### (f) Formation at high temperature

At a temperature higher by \(\Delta T\), each parameter is multiplied by \(1+\alpha\,\Delta T\). Germanium expands more, so the misfit grows and the spacing shrinks. With the expanded parameters and \(\Delta T=500\) K, the boxed formula gives 9.22 nm, 3.7 % less than at room temperature.

If the number of lines is then frozen, the ratio of Ge steps to Si steps in a given length is also frozen. The thick substrate returns to \(a_{\rm Si}\), and the in-plane parameter of the film becomes

\[
a_f=a_{\rm Si}\,\frac{a_{\rm Ge}(1+\alpha_{\rm Ge}\Delta T)}{a_{\rm Si}(1+\alpha_{\rm Si}\Delta T)} .
\]

Its strain relative to unstrained germanium is

\[
\varepsilon=\frac{a_f}{a_{\rm Ge}}-1=\frac{1+\alpha_{\rm Ge}\Delta T}{1+\alpha_{\rm Si}\Delta T}-1\simeq(\alpha_{\rm Ge}-\alpha_{\rm Si})\,\Delta T .
\]

The approximate form gives \(3.3\times10^{-6}\times500=1.65\times10^{-3}\), and the full ratio gives \(+0.16\) %. The positive sign means tension: the film would contract more than the substrate allows.

### The model and real germanium films

The lattice parameters used here are typical room-temperature values. The expansion coefficients are rough and taken as constant, although both rise with temperature, so the results of part (f) are estimates. Germanium layers grown hot on silicon for photodetectors can show a small tensile strain, roughly 0.2 %, of the sign and size found in part (f). The assumption that every line is a perfect edge dislocation may also fail. The Burgers vector and line of such a dislocation both lie in (001), which is not one of the usual \(\{111\}\) glide planes, so it cannot easily glide into place. The 60° dislocation with line \([1\bar10]\) and \(\mathbf b=\frac a2[101]\) lies in \((11\bar1)\) and can. A network made wholly of 60° lines would halve the spacing; the residual strain of part (e) raises it by about 11 %, and the heating of part (f) lowers it by about 4 %. A measured mean spacing near 9.6 nm therefore points to nearly full relaxation if the film is known to be nearly pure germanium and the lines have been identified separately as perfect edge dislocations. By the formulas of part (e), a network of 60° lines in a film that keeps about half its misfit would have the same spacing. The numerical output lists the values used above.

## Values computed for the example and the checks

```
Si lattice parameter: 0.5431 nm
Ge lattice parameter (typical input): 0.5658 nm
difference of lattice parameters: 0.0227 nm
Burgers length in Si: 0.3840 nm
Burgers length in Ge: 0.4001 nm
difference of Burgers lengths: 0.01605 nm
misfit relative to Si: 4.18 %
(220) half-planes per dislocation: 2
dislocation spacing D, formula: 9.57 nm
mean spacing of skipped sites in coordinates: 9.57 nm
number of gaps averaged: 1002
smallest and largest gap: 9.20 and 9.60 nm
Ge steps per spacing: 23.93
Si steps per spacing: 24.93
lines per micrometre in each set: 104.5
mixed formula b_Si/f: 9.19 nm
strain jump of the row, Poisson ratio 0.20: 4.096 %
strain jump of the row, Poisson ratio 0.35: 4.096 %
misfit relative to mean lattice: 4.094 %
D from parameters rounded to 0.001 nm: 9.45 nm
D if Ge parameter is 0.0001 nm larger: 9.53 nm
D for 60-degree dislocations: 4.79 nm
fraction of misfit kept as strain (assumed): 0.10
in-plane film parameter in that case: 0.5635 nm
D in that case: 10.59 nm (+10.7 %)
expansion coefficient of Si (rough): 2.6 e-6 per K
expansion coefficient of Ge (rough): 5.9 e-6 per K
heating above room temperature (assumed): 500 K
D at that temperature: 9.22 nm (-3.7 %)
film strain after cooling, lines frozen: +0.16 %
```
